# The small-component share of the hydrogen-like Dirac 1s norm

## The problem

An electron is bound to a point nucleus of charge \(Z\) and infinite mass. It obeys the Dirac equation with \(V(r)=-Z/r\), in Hartree atomic units, where \(c\approx 137.036\) is the speed of light. In the standard representation the four-component wave function is an upper pair \(\phi\), the large component, and a lower pair \(\chi\), the small component. The total norm is

\[
\int\left(\phi^\dagger\phi+\chi^\dagger\chi\right)d^3r=1 .
\]

What fraction \(f=\int\chi^\dagger\chi\,d^3r\) does the small component carry in the 1s ground state? Find it in closed form for \(0<Z<c\), and evaluate it for \(Z=1\), 30 and 80.

## A tempting solution

With \(\mathbf p=-i\nabla\) and the Pauli matrices \(\boldsymbol\sigma\), the Dirac equation is the pair

\[
c\,\boldsymbol\sigma\cdot\mathbf p\,\chi=(E-V-c^2)\,\phi, \tag{1}
\]
\[
c\,\boldsymbol\sigma\cdot\mathbf p\,\phi=(E-V+c^2)\,\chi . \tag{2}
\]

Here \(E\) includes the rest energy \(c^2\). The tempting argument runs as follows.

"The binding energy and the potential are small compared with \(2c^2\), so \(E-V+c^2\) in equation (2) may be replaced by \(2c^2\). This eliminates the small component:

\[
\chi\approx\frac{\boldsymbol\sigma\cdot\mathbf p}{2c}\,\phi .
\]

For \(\phi\), take the normalized nonrelativistic function \(\sqrt{Z^3/\pi}\,e^{-Zr}\) times a constant unit spinor. Since \((\boldsymbol\sigma\cdot\mathbf p)^2=p^2\),

\[
f=\frac{\langle p^2\rangle}{4c^2} .
\]

The gradient of \(e^{-Zr}\) has magnitude \(Z e^{-Zr}\), so \(\langle p^2\rangle=Z^2\). The answer is \(f=Z^2/(4c^2)\), which is 8.52 % for \(Z=80\)."

## Where it goes wrong

The argument makes four replacements.

1. It drops \(V\) from \(E-V+c^2\). But \(-V=Z/r\) grows without limit towards the nucleus, and it equals \(2c^2\) at \(r=Z/(2c^2)\). In units of the orbital radius \(1/Z\), this distance is \((Z/c)^2/2\). For \(Z=80\), where \(Z/c=0.5838\), that is 0.17 orbital radii. At one orbital radius, \(-V=Z^2\) is still 17 % of \(2c^2\), so the potential is not negligible where the electron is found.
2. It uses the nonrelativistic function for \(\phi\), although the large component also changes near the nucleus.
3. It gives \(\phi\) alone the norm 1, whereas the norm 1 belongs to \(\phi\) and \(\chi\) together.
4. It sets \(E=c^2\) in \(E-V+c^2\), which drops the binding energy. For \(Z=80\), the binding energy found below is 9.4 % of \(2c^2\).

Mending the third point alone does not help. If \(q=Z^2/(4c^2)\) is read as the ratio of the small norm to the large norm, the fraction becomes \(q/(1+q)\). For \(Z=80\) this is \(0.0852/1.0852=0.0785\), or 7.9 %. The solution below gives a value above 8.52 %, so this partial repair moves the answer the wrong way.

The cure is to keep the full factor \(E-V+c^2\) and to solve equations (1) and (2) together.

## The right solution

### Reduction to two radial equations

Let \(u\) be a constant spinor with \(u^\dagger u=1\), and let \(\mathbf n=\mathbf r/r\). For the ground state, try

\[
\phi=F(r)\,u,\qquad \chi=i\,G(r)\,(\boldsymbol\sigma\cdot\mathbf n)\,u ,
\]

with real \(F\) and \(G\). The large component is then spherical, as a 1s function should be. The form of \(\chi\) is suggested by equation (2), because \(\nabla F=F'\mathbf n\) gives

\[
\boldsymbol\sigma\cdot\mathbf p\,\phi=-iF'\,(\boldsymbol\sigma\cdot\mathbf n)\,u .
\]

Equation (1) needs \(\boldsymbol\sigma\cdot\mathbf p\,\chi\). The two factors of \(i\) combine to \((-i)(i)=1\). The product rule \(\sigma_j\sigma_k=\delta_{jk}+i\sum_l\epsilon_{jkl}\sigma_l\) then gives

\[
\boldsymbol\sigma\cdot\mathbf p\,\chi
=\left[\nabla\cdot(G\mathbf n)+i\boldsymbol\sigma\cdot\nabla\times(G\mathbf n)\right]u .
\]

The field \(G(r)\mathbf n\) is the gradient of a function of \(r\), so its curl is zero. Its divergence is \(G'+2G/r\), because \(\nabla\cdot\mathbf n=2/r\). Therefore

\[
\boldsymbol\sigma\cdot\mathbf p\,\chi=\left(G'+\frac{2G}{r}\right)u .
\]

Insert both results into (1) and (2) with \(V=-Z/r\). In (2), the common factor \(i(\boldsymbol\sigma\cdot\mathbf n)u\) cancels and leaves a minus sign on the left:

\[
c\left(G'+\frac{2G}{r}\right)=\left(E-c^2+\frac Zr\right)F, \tag{3}
\]
\[
-cF'=\left(E+c^2+\frac Zr\right)G . \tag{4}
\]

### Solving them

The nonrelativistic function is a pure exponential. The \(1/r\) terms in (3) and (4) suggest allowing a power of \(r\) as well, with the same shape for both components:

\[
F=N r^{s-1}e^{-kr},\qquad G=bF .
\]

The constants \(s\), \(k\), \(b\) and \(E\) are to be found. The derivative is

\[
F'=\left(\frac{s-1}{r}-k\right)F .
\]

After division by \(F\), equations (3) and (4) become

\[
cb\left(\frac{s+1}{r}-k\right)=E-c^2+\frac Zr,
\]
\[
c\left(\frac{1-s}{r}+k\right)=b\left(E+c^2+\frac Zr\right).
\]

They must hold at every \(r>0\), so the \(1/r\) terms and the constant terms must match separately. The \(1/r\) terms give

\[
cb(1+s)=Z,\qquad c(1-s)=bZ, \tag{5}
\]

and the constant terms give

\[
cbk=c^2-E,\qquad ck=b(E+c^2). \tag{6}
\]

From the second relation in (5), \(b=c(1-s)/Z\). Putting this into the first gives \(c^2(1-s^2)=Z^2\), so \(s=\pm\gamma\) with

\[
\gamma=\sqrt{1-\frac{Z^2}{c^2}} .
\]

The root \(s=-\gamma\) would make \(r^2F^2\) behave as \(r^{-2\gamma}\) near the nucleus. Its integral diverges for \(\gamma\ge 1/2\), which covers all three charges evaluated here. For \(\gamma<1/2\), that is \(Z/c>\sqrt3/2\), normalizability no longer excludes this root. The ground state is then defined by the additional choice \(s=+\gamma\), which continues the solution from smaller \(Z\).

With \(s=\gamma\), the two relations in (5) give two expressions for the same \(b\):

\[
b=\frac{Z}{c(1+\gamma)}=\frac{c(1-\gamma)}{Z} .
\]

Their product is

\[
b^2=\frac{1-\gamma}{1+\gamma}. \tag{7}
\]

For the energy, solve each relation in (6) for \(k\) and equate the results:

\[
\frac{c^2-E}{cb}=\frac{b(c^2+E)}{c}
\quad\Longrightarrow\quad
b^2=\frac{c^2-E}{c^2+E}.
\]

Comparison with (7) gives \((1-\gamma)(c^2+E)=(1+\gamma)(c^2-E)\). Multiplying out and cancelling equal terms leaves \(2E=2\gamma c^2\), so

\[
E=\gamma c^2 .
\]

The second relation in (6) then yields \(k=bc(1+\gamma)=Z\). All four conditions are satisfied. The radial norm integrand is proportional to \(r^{2\gamma}e^{-2Zr}\), so the solution is normalizable.

This is the 1s state. The function \(F\) has no node, and as \(c\) grows at fixed \(Z\), \(\gamma\to1\) and \(F\) becomes proportional to \(e^{-Zr}\). Moreover, \(1-\gamma=(Z^2/c^2)/(1+\gamma)\), so \(E-c^2=-Z^2/(1+\gamma)\), which tends to the nonrelativistic energy \(-Z^2/2\).

### The fraction

Because \((\boldsymbol\sigma\cdot\mathbf n)^2=1\),

\[
\chi^\dagger\chi=G^2=b^2F^2=b^2\,\phi^\dagger\phi .
\]

This holds at every point, so the small component has the same share of the density at all distances. No radial integral has to be evaluated. If the large norm is \(N_L\), the small norm is \(b^2N_L\), and

\[
f=\frac{b^2N_L}{N_L+b^2N_L}=\frac{b^2}{1+b^2}.
\]

From (7), \(1+b^2=2/(1+\gamma)\). Hence

\[
f=\frac{1-\gamma}{1+\gamma}\cdot\frac{1+\gamma}{2}
=\frac{1-\gamma}{2}. \tag{8}
\]

## What the tempting answer missed

Equation (4) shows how the first two replacements are linked. With the solution just found, it reads

\[
\frac GF=\frac{c\left[Z+(1-\gamma)/r\right]}{c^2(1+\gamma)+Z/r}.
\]

The numerator has a \(1/r\) term because the large component is steeper near the nucleus than \(e^{-Zr}\). The denominator has one because the potential was kept. The ratio of the two \(1/r\) terms is \(c(1-\gamma)/Z=b\), and the ratio of the two constant terms is \(Z/[c(1+\gamma)]=b\). The quotient is therefore \(b\) at every \(r\). Discarding both \(1/r\) terms leaves \(Z/[c(1+\gamma)]=b\) unchanged, so for this state the first two replacements cancel exactly. They cancel only as a pair: for \(Z=80\), the first alone would give \(f=0.143\) and the second alone \(f=0.071\). Once both \(1/r\) terms are gone, the remaining error in \(G/F\) comes from the fourth replacement, which turns \(1+\gamma\) into 2. It gives \(G/F=Z/(2c)=b(1+\gamma)/2=b(1-f)\), which is smaller than \(b\) and lowers the small norm by the factor \((1-f)^2\). The third replacement gives the large component the norm 1 instead of \(1-f\), which raises the small norm by the factor \(1/(1-f)\). The net factor is \(1-f\).

The resulting error in \(f\) has a simple form. From (8), \(1-f=(1+\gamma)/2\), so

\[
f(1-f)=\frac{(1-\gamma)(1+\gamma)}{4}=\frac{1-\gamma^2}{4}=\frac{Z^2}{4c^2}.
\]

The tempting answer equals \(f(1-f)\). Relative to the correct value \(f\), it is too low by the fraction \(f\) itself. It is a good estimate when the small component is small, and it deteriorates as that component grows. The expansion for small \(Z/c\) shows the same thing:

\[
f=\frac{Z^2}{4c^2}+\frac{Z^4}{16c^4}+\cdots
\]

The tempting solution gives the first term.

## The three charges

For \(Z=80\), \(Z/c=0.583788\), and

\[
\gamma=\sqrt{1-0.583788^2}=0.811906,
\]
\[
f=\frac{1-0.811906}{2}=0.09405 .
\]

For \(Z=30\), \(Z/c=0.218921\) and \(\gamma=0.975743\), so \(f=0.024257/2=0.01213\).

For \(Z=1\), \(\gamma=0.99997337\), and subtracting it from 1 leaves only four of these eight digits. It is better to use \(1-\gamma=(Z/c)^2/(1+\gamma)\), which turns (8) into

\[
f=\frac{(Z/c)^2}{2(1+\gamma)}=1.3313\times10^{-5}.
\]

| \(Z\) | \(f\) | \(f\) in percent | \(Z^2/(4c^2)\) in percent |
|---|---|---|---|
| 1 | \(1.3313\times10^{-5}\) | 0.00133 | 0.00133 |
| 30 | 0.01213 | 1.213 | 1.198 |
| 80 | 0.09405 | 9.405 | 8.520 |

For \(Z=80\), the tempting value is low by 9.4 % of the correct one, as the relation \(f(1-f)=Z^2/(4c^2)\) requires. For \(Z=1\), the shortfall is 0.0013 % of the correct value.

An independent numerical check diagonalizes the radial Dirac Hamiltonian in 24 Gaussian functions for each component, without using \(\gamma\) or the solution above. For \(Z=80\), its lowest electronic state has a small-component fraction of 0.09405. The ratio \(G/F\) is 0.32219 at \(r=0.5/Z\) and 0.32223 at \(r=2/Z\), against \(b=0.32220\). The last digit of these ratios depends on the basis. Other sets of Gaussian exponents move them by up to \(5\times10^{-5}\), and with 40 functions both become 0.32220, while the fraction stays at 0.09405. This supports both the fraction and its independence of distance.

## Meaning and limits

Since \(E=\gamma c^2\), equation (8) can also be written

\[
f=\frac{c^2-E}{2c^2}.
\]

The small-component fraction is the binding energy divided by \(2c^2\). This form is not special to 1s. For \(V=-Z/r\), the virial theorem makes the expectation values of the kinetic term and of \(V\) cancel, so \(E=c^2(1-2f)\) for every bound state of the point Coulomb potential, including states whose \(G/F\) varies with \(r\). For \(Z=80\), the binding energy is 3532.2 hartree, and division by \(2c^2\approx 37\,558\) hartree gives 0.0940 again.

The fraction is not a probability of finding a positron. Equation (2) with \(V=0\) shows that even a free electron of positive energy and nonzero momentum has a nonzero \(\chi\). The split into \(\phi\) and \(\chi\) belongs to the standard representation. An exact decoupling of the Dirac Hamiltonian is a unitary transformation to a representation in which electronic states have no lower pair. It preserves the energy and the total norm, but the separate share \(f\) then no longer appears. What \(f\) measures is the weight of the lower pair in the standard representation, the pair that such a decoupling removes from the electronic states.

The result also depends on the point nucleus. If the charge is spread out so that \(V\) is finite at the centre, the regular solution has a finite, nonzero \(F(0)\). The right-hand side of the radial equation for \(G'+2G/r\) is then finite at \(r=0\), which makes \(G\) proportional to \(r\) there. The ratio \(G/F\) falls to zero at the centre instead of staying constant, and (8) no longer follows from this derivation. For \(Z=80\) and a uniformly charged sphere of root-mean-square radius 5.46 fm, the fraction falls from 0.09405 to 0.09391, and it no longer equals the binding energy divided by \(2c^2\), which is then 0.09399. For the point nucleus, \(f\) approaches \(1/2\) as \(Z\) approaches \(c\). Beyond that charge \(\gamma\) is imaginary, so \(E=\gamma c^2\) is no longer a real energy, and the solution with real \(F\) and \(G\) used here is lost. Nuclear recoil and radiative corrections are also outside the model, so its energies are not predictions to be compared digit by digit with measurement.

## Computed values

```
speed of light c = 137.035999 a.u.
Z = 1
  Z/c = 0.007297
  gamma = 0.99997337
  amplitude ratio b = G/F = 0.003649
  small fraction (1-gamma)/2 = 1.33130e-05
  small fraction in percent = 0.00133 %
  small fraction, diagonalization = 1.33130e-05
  leading estimate Z^2/(4c^2) = 1.33128e-05
  estimate too low by = 0.0013 %
  binding energy c^2(1-gamma) = 0.50001 hartree
  binding energy, diagonalization = 0.50001 hartree
  G/F at r=0.5/Z, diagonalization = 0.003649
  G/F at r=2/Z, diagonalization = 0.003649
  relative Dirac-equation residual = 1.7e-06
Z = 30
  Z/c = 0.218921
  gamma = 0.97574268
  amplitude ratio b = G/F = 0.110804
  small fraction (1-gamma)/2 = 1.21287e-02
  small fraction in percent = 1.21287 %
  small fraction, diagonalization = 1.21287e-02
  leading estimate Z^2/(4c^2) = 1.19816e-02
  estimate too low by = 1.2129 %
  binding energy c^2(1-gamma) = 455.52491 hartree
  binding energy, diagonalization = 455.52486 hartree
  G/F at r=0.5/Z, diagonalization = 0.110802
  G/F at r=2/Z, diagonalization = 0.110814
  relative Dirac-equation residual = 6.0e-08
Z = 80
  Z/c = 0.583788
  gamma = 0.81190599
  amplitude ratio b = G/F = 0.322196
  small fraction (1-gamma)/2 = 9.40470e-02
  small fraction in percent = 9.40470 %
  small fraction, diagonalization = 9.40468e-02
  leading estimate Z^2/(4c^2) = 8.52022e-02
  estimate too low by = 9.4047 %
  binding energy c^2(1-gamma) = 3532.19209 hartree
  binding energy, diagonalization = 3532.18857 hartree
  G/F at r=0.5/Z, diagonalization = 0.322189
  G/F at r=2/Z, diagonalization = 0.322233
  relative Dirac-equation residual = 3.3e-08
```
